# Longitudinal permittivity from charge fluctuations, tested against sample-dipole fluctuations: verification in Python

```python
# RESULT UNDER TEST
# For a periodic classical polar fluid in conducting (tin-foil) surroundings,
#   1 - 1/eps_L(k) = S(k) = <|rho_k|^2> / (eps0 V kB T k^2),  k = 2 pi n / L, n != 0,
# and its k -> 0 limit agrees with the sample-dipole permittivity
#   eps - 1 = <M^2> / (3 eps0 V kB T).
# rho_k: Fourier sum of the Gaussian-smeared molecular charges; M: total dipole;
# V = L^3: box volume; eps_L: longitudinal permittivity; chi = eps - 1.
# Model: rigid dumbbells, charges +-CHARGE at centre +- arm/2, Gaussian width WIDTH.
# Units: nm, e, eV, V, K. Many independent replicas are advanced together.
# Single precision is used for the Fourier sums (rounding far below sampling noise).
import numpy as np
from scipy import constants as const

TEMPERATURE = 300.0
BOX = 1.6
MOLECULES = 32
CHARGE = 0.2
ARM = 0.2
WIDTH = 0.15
REPLICAS = 200
MAX_N2 = 16
CORE_HEIGHT = 3.0      # soft-core height in kB T, used only in the comparison run
CORE_RANGE = 0.35      # soft core: height * exp(-r^2 / range^2)

volume = BOX**3
density = MOLECULES / volume
dipole = CHARGE * ARM
kT = const.k * TEMPERATURE / const.e
coupling = const.e**2 / (const.epsilon_0 * const.k * TEMPERATURE) * 1e9  # nm

# One member of every +k, -k pair, ordered by length.
span = range(-4, 5)
integers = [(a, b, c) for a in span for b in span for c in span
            if 0 < a*a + b*b + c*c <= MAX_N2 and (a, b, c) > (0, 0, 0)]
integers.sort(key=lambda n: n[0]**2 + n[1]**2 + n[2]**2)
wave = 2 * np.pi / BOX * np.array(integers, dtype=float)
k2 = (wave**2).sum(axis=1)
n2 = np.rint(k2 * (BOX / (2 * np.pi))**2).astype(int)
modes = len(k2)
wave_t = np.ascontiguousarray(wave.T).astype(np.float32)
charge_weight = coupling * np.exp(-k2 * WIDTH**2) / (volume * k2)
core_weight = (CORE_HEIGHT * np.pi**1.5 * CORE_RANGE**3
               * np.exp(-k2 * CORE_RANGE**2 / 4) / volume)
low = int((n2 <= 4).sum())
shell_average = np.array([[(n2[j] == s) / (n2 == s).sum() for s in range(1, 5)]
                          for j in range(low)])
shell_k2 = (2 * np.pi / BOX)**2 * np.arange(1, 5)
x_mode = integers.index((1, 0, 0))
x_shape = float(np.exp(-k2[x_mode] * WIDTH**2 / 2))


def random_arms(rng, shape):
    v = rng.standard_normal(shape + (3,), dtype=np.float32)
    return v * (ARM / np.sqrt((v * v).sum(axis=-1, keepdims=True)))


def fourier_parts(centre, arm, core):
    """Real and imaginary parts for point charges; with core, also for centres."""
    phase = centre @ wave_t
    amplitude = (-2.0 * CHARGE) * np.sin((arm @ wave_t) * 0.5)
    c, s = np.cos(phase), np.sin(phase)
    parts = [amplitude * s, amplitude * c]
    if core:
        parts += [c, s]
    return np.concatenate(parts, axis=-1)


def simulate(seed, equilibration, sweeps, core=False, field=0.0, potential=0.0):
    """Metropolis reinsertion. field (V/nm) along z; potential*cos(kx) in V.
    Per-replica means: S of 4 shells, chi from M^2, S^2 of shell 1, M_z, Re rho, acceptance."""
    rng = np.random.default_rng(seed)
    centre = rng.random((MOLECULES, REPLICAS, 3), dtype=np.float32) * BOX
    arm = random_arms(rng, (MOLECULES, REPLICAS))
    stored = fourier_parts(centre, arm, core)
    total = stored.sum(axis=0)
    weights = [charge_weight, charge_weight]
    if core:
        weights += [core_weight, core_weight]
    weights = np.concatenate(weights).astype(np.float32)
    field_factor = float(CHARGE * field / kT)
    potential_factor = float(potential * x_shape / kT)
    record = np.zeros((REPLICAS, 9))
    for sweep in range(equilibration + sweeps):
        accepted = np.zeros(REPLICAS)
        for i in range(MOLECULES):
            new_centre = rng.random((REPLICAS, 3), dtype=np.float32) * BOX
            new_arm = random_arms(rng, (REPLICAS,))
            change = fourier_parts(new_centre, new_arm, core) - stored[i]
            cost = (change * (change + 2.0 * total)) @ weights
            cost = cost - field_factor * (new_arm[:, 2] - arm[i, :, 2])
            cost = cost + potential_factor * change[:, x_mode]
            accept = cost < rng.exponential(size=REPLICAS)
            change *= accept[:, None]
            total += change
            stored[i] += change
            centre[i, accept] = new_centre[accept]
            arm[i, accept] = new_arm[accept]
            accepted += accept
        if sweep >= equilibration:
            power = total[:, :low]**2 + total[:, modes:modes + low]**2
            strength = power * charge_weight[:low]
            moment = CHARGE * arm.sum(axis=0, dtype=float)
            record[:, :4] += strength @ shell_average
            record[:, 4] += coupling * (moment**2).sum(axis=1) / (3 * volume)
            record[:, 5] += (strength[:, :3]**2).mean(axis=1)
            record[:, 6] += moment[:, 2]
            record[:, 7] += x_shape * total[:, x_mode]
            record[:, 8] += accepted / MOLECULES
    # Rebuild the charge sums from explicit sites in double precision.
    c64, a64 = centre.astype(float), arm.astype(float)
    sites = CHARGE * (np.exp(-1j * ((c64 + a64 / 2) @ wave.T))
                      - np.exp(-1j * ((c64 - a64 / 2) @ wave.T))).sum(axis=0)
    kept = total[:, :modes] + 1j * total[:, modes:2 * modes]
    return record / sweeps, float(np.abs(sites - kept).max())


def jackknife(function, data):
    value = function(data.mean(axis=0))
    reduced = (data.sum(axis=0) - data) / (len(data) - 1)
    values = np.array([function(row) for row in reduced])
    return float(value), float(np.sqrt((len(data) - 1) * values.var()))


def extrapolate(strengths, degree=1):
    """Permittivity from chi_L with the known charge-shape factor removed."""
    y = strengths / (1 - strengths) * np.exp(shell_k2 * WIDTH**2)
    return 1 + np.polyfit(shell_k2, y, degree)[-1]


def extrapolate_raw(strengths):
    return 1 / (1 - np.polyfit(shell_k2, strengths, 1)[-1])


def independent_chi(k_squared):
    """Response of uncorrelated dumbbells to the total potential."""
    x = np.sqrt(k_squared) * ARM
    return (2 * coupling * density * CHARGE**2 * (1 - np.sin(x) / x)
            * np.exp(-k_squared * WIDTH**2) / k_squared)


# Bias of two extrapolation recipes on a noise-free function with a known limit.
chi_free = coupling * density * dipole**2 / 3
s_free = independent_chi(shell_k2) / (1 + independent_chi(shell_k2))
bias_good = (extrapolate(s_free) - 1) / chi_free - 1
bias_raw = (extrapolate_raw(s_free) - 1) / chi_free - 1
assert abs(bias_good) < 0.01
assert abs(bias_raw) > 0.05

# Equilibrium fluctuations.
data, rebuild_error = simulate(101, 15, 200)
assert rebuild_error < 1e-3
shells = [jackknife(lambda m, j=j: m[j], data) for j in range(4)]
shell_eps = [jackknife(lambda m, j=j: 1 / (1 - m[j]), data) for j in range(4)]
eps_dipole, err_dipole = jackknife(lambda m: 1 + m[4], data)
eps_line, err_line = jackknife(lambda m: extrapolate(m[:4]), data)
eps_quad, err_quad = jackknife(lambda m: extrapolate(m[:4], 2), data)
eps_raw, err_raw = jackknife(lambda m: extrapolate_raw(m[:4]), data)
gap, err_gap = jackknife(lambda m: extrapolate(m[:4]) - 1 - m[4], data)
short, err_short = jackknife(lambda m: 1 + m[4] - 1 / (1 - m[0]), data)
assert err_gap < 0.2 and abs(gap) < 4 * err_gap
assert short > 5 * err_short
predicted_error = shell_eps[0][0]**2 * shells[0][1]
assert abs(predicted_error / shell_eps[0][1] - 1) < 0.1
moment_ratio = data[:, 5].mean() / data[:, 0].mean()**2
assert abs(moment_ratio - 2) < 0.15

# Direct response to a uniform field and to a cosine potential.
field, potential = 0.25, 0.2
response, rebuild_field = simulate(202, 10, 80, field=field, potential=potential)
assert rebuild_field < 1e-3
eps_field, err_field = jackknife(
    lambda m: 1 + coupling * kT * m[6] / (volume * field), response)
s_response, err_response = jackknife(
    lambda m: -2 * coupling * kT * m[7] / (volume * k2[x_mode] * potential), response)
assert abs(eps_field - eps_dipole) < 4 * np.hypot(err_field, err_dipole)
assert abs(s_response - shells[0][0]) < 4 * np.hypot(err_response, shells[0][1])

# Soft excluded volume: size of its effect, and a second test of the limit.
core_data, rebuild_core = simulate(303, 25, 50, core=True)
assert rebuild_core < 1e-3
eps_core, err_core = jackknife(lambda m: 1 + m[4], core_data)
eps_core_line, err_core_line = jackknife(lambda m: extrapolate(m[:4]), core_data)
core_gap, err_core_gap = jackknife(lambda m: extrapolate(m[:4]) - 1 - m[4], core_data)
assert abs(core_gap) < 4 * err_core_gap

# Other neglected effects and sampling cost.
optical_index = 1.36           # rough input for a methyl-acetate-like liquid
reduced_mass = 10.0            # u, round input
inertia = reduced_mass * const.atomic_mass * (ARM * 1e-9)**2
rotor_ratio = const.hbar**2 / (2 * inertia * const.k * TEMPERATURE)
saturation = (dipole * 0.1 / kT)**2 / 15
omitted = independent_chi((2 * np.pi / BOX)**2 * (MAX_N2 + 1))
target_eps, target_error = 80.0, 0.05
needed = (moment_ratio - 1) / 3 * ((target_eps - 1) / target_error)**2
debye = 1e-21 / const.c
dipole_debye = dipole * const.e * 1e-9 / debye

print(f"temperature {TEMPERATURE:.0f} K; kB T {kT:.5f} eV")
print(f"box edge {BOX:.2f} nm; molecules {MOLECULES}; density {density:.3f} nm^-3")
print(f"site charge {CHARGE:.2f} e; arm {ARM:.2f} nm; Gaussian width {WIDTH:.2f} nm")
print(f"molecular dipole {dipole:.4f} e nm = {dipole_debye:.3f} D")
print(f"coupling e^2/(eps0 kB T) {coupling:.2f} nm")
print(f"independent k pairs {modes}; replicas {REPLICAS}; sampled sweeps 200")
print(f"acceptance, main run {data[:, 8].mean():.3f}")
print("shell n^2 | k (nm^-1) | S +- error | eps_L +- error")
for j in range(4):
    print(f"  {j+1} | {np.sqrt(shell_k2[j]):.4f} | {shells[j][0]:.4f} +- {shells[j][1]:.4f}"
          f" | {shell_eps[j][0]:.3f} +- {shell_eps[j][1]:.3f}")
print(f"eps, linear fit of shape-corrected chi {eps_line:.3f} +- {err_line:.3f}")
print(f"eps, quadratic fit of same quantity {eps_quad:.3f} +- {err_quad:.3f}")
print(f"eps, linear fit of raw S {eps_raw:.3f} +- {err_raw:.3f}")
print(f"eps, sample dipole {eps_dipole:.3f} +- {err_dipole:.3f}")
print(f"linear extrapolation minus sample dipole {gap:.3f} +- {err_gap:.3f}")
print(f"sample dipole minus smallest-k eps_L {short:.3f} +- {err_short:.3f}")
print(f"one-component k=0 dipole strength {eps_dipole-1:.3f}")
print(f"k->0 longitudinal strength 1-1/eps {1-1/eps_dipole:.3f}")
print(f"independent-dipole eps {1+chi_free:.3f}")
print(f"<M^2>/(N mu^2) {(eps_dipole-1)/chi_free:.3f}")
print(f"known-function bias in chi: corrected {100*bias_good:.2f} %, raw S {100*bias_raw:.2f} %")
print(f"shell-1 error: eps^2 dS {predicted_error:.4f}, jackknife {shell_eps[0][1]:.4f}")
print(f"shell-1 <|rho|^4>/<|rho|^2>^2 {moment_ratio:.3f}")
print(f"applied field {10*field:.2f} MV/cm; applied potential {potential:.2f} V")
print(f"eps from induced dipole {eps_field:.3f} +- {err_field:.3f}")
print(f"shell-1 S from induced charge {s_response:.4f} +- {err_response:.4f}")
print(f"soft core height {CORE_HEIGHT:.1f} kB T; range {CORE_RANGE:.2f} nm")
print(f"acceptance with core {core_data[:, 8].mean():.3f}")
print(f"with core: eps, sample dipole {eps_core:.3f} +- {err_core:.3f}")
print(f"with core: eps, linear extrapolation {eps_core_line:.3f} +- {err_core_line:.3f}")
print(f"with core: difference {core_gap:.3f} +- {err_core_gap:.3f}")
print(f"core shift of sample-dipole eps {eps_core-eps_dipole:.3f} +- {np.hypot(err_core, err_dipole):.3f}")
print(f"rough optical index {optical_index:.2f}; electronic part n^2-1 {optical_index**2-1:.2f}")
print(f"single-dipole saturation at 1 MV/cm {100*saturation:.3f} %")
print(f"reduced mass {reduced_mass:.0f} u; rotational constant/(kB T) {rotor_ratio:.5f}")
print(f"largest omitted-mode independent chi {omitted:.5f}")
print(f"independent configurations for {100*target_error:.0f} % error at eps_L={target_eps:.0f}: {needed:.2e}")
print(f"largest Fourier-sum rebuild error {max(rebuild_error, rebuild_field, rebuild_core):.1e} e")
print("ALL CHECKS PASSED")
```

Printed output:

```
temperature 300 K; kB T 0.02585 eV
box edge 1.60 nm; molecules 32; density 7.812 nm^-3
site charge 0.20 e; arm 0.20 nm; Gaussian width 0.15 nm
molecular dipole 0.0400 e nm = 1.921 D
coupling e^2/(eps0 kB T) 699.95 nm
independent k pairs 128; replicas 200; sampled sweeps 200
acceptance, main run 0.510
shell n^2 | k (nm^-1) | S +- error | eps_L +- error
  1 | 3.9270 | 0.6618 +- 0.0020 | 2.957 +- 0.018
  2 | 5.5536 | 0.5794 +- 0.0013 | 2.378 +- 0.008
  3 | 6.8017 | 0.4837 +- 0.0013 | 1.937 +- 0.005
  4 | 7.8540 | 0.3895 +- 0.0012 | 1.638 +- 0.003
eps, linear fit of shape-corrected chi 3.869 +- 0.028
eps, quadratic fit of same quantity 3.762 +- 0.060
eps, linear fit of raw S 4.111 +- 0.038
eps, sample dipole 3.871 +- 0.014
linear extrapolation minus sample dipole -0.002 +- 0.031
sample dipole minus smallest-k eps_L 0.914 +- 0.023
one-component k=0 dipole strength 2.871
k->0 longitudinal strength 1-1/eps 0.742
independent-dipole eps 3.916
<M^2>/(N mu^2) 0.984
known-function bias in chi: corrected -0.22 %, raw S 8.47 %
shell-1 error: eps^2 dS 0.0175, jackknife 0.0175
shell-1 <|rho|^4>/<|rho|^2>^2 1.990
applied field 2.50 MV/cm; applied potential 0.20 V
eps from induced dipole 3.864 +- 0.033
shell-1 S from induced charge 0.6726 +- 0.0043
soft core height 3.0 kB T; range 0.35 nm
acceptance with core 0.296
with core: eps, sample dipole 4.553 +- 0.055
with core: eps, linear extrapolation 4.391 +- 0.085
with core: difference -0.162 +- 0.105
core shift of sample-dipole eps 0.682 +- 0.057
rough optical index 1.36; electronic part n^2-1 0.85
single-dipole saturation at 1 MV/cm 0.160 %
reduced mass 10 u; rotational constant/(kB T) 0.00202
largest omitted-mode independent chi 0.00471
independent configurations for 5 % error at eps_L=80: 8.24e+05
largest Fourier-sum rebuild error 8.7e-06 e
ALL CHECKS PASSED
```
